\section*{Normal permittivity of a dielectric slab in a periodic cell}

Take a periodic stack of perfectly conducting sheets, each of thickness $t$, repeated with period $L$ along the normal direction $z$, with vacuum between them. The sheets are uncharged and a static field is applied along $z$. The field vanishes inside each sheet and has some value $E_{\rm vac}$ in each gap. Over one period the potential drops by $E_{\rm vac}(L-t)$, so the mean field is $\langle E\rangle=E_{\rm vac}(1-t/L)$. In the gap the displacement $D$ equals $E_{\rm vac}$, and it is this $D$ that an observer outside the stack would assign to the whole medium. The stack therefore behaves as a medium of permittivity
\begin{equation}
\frac{D}{\langle E\rangle}=\frac{L}{L-t}.
\label{metal}
\end{equation}
Although the sheets have infinite permittivity, the cell has a modest one: with $t=1.20$ nm and $L=3.00$ nm it is $3.00/1.80=1.667$. The vacuum gap carries the whole potential drop and sets the answer.

Now let the sheet be a dielectric. Gaussian units are used, in which $D=E+4\pi P$ and $D=E$ in vacuum. The cell contains one neutral slab with a uniform, local permittivity $k_{\rm film}$ along $z$, sharp faces, and vacuum elsewhere. There is no free charge, the response is linear and static, and the normal is a principal axis of the film, so that a field along $z$ produces no mean polarization in the plane. The mean in-plane field is zero. The cell permittivity is defined by averages over the cell,
\begin{equation}
k_{\rm cell}=\frac{\langle D\rangle}{\langle E\rangle},\qquad
\langle E\rangle=\frac1L\int_0^L E(z)\,dz .
\end{equation}
If the film has a permanent dipole, $D$, $E$ and $P$ stand for the changes caused by the applied field, and the permanent part drops out.

Without free charge, $dD/dz=0$, so $D$ has the same value in film and vacuum. The fields are then $E_{\rm film}=D/k_{\rm film}$ and $E_{\rm vac}=D$. Adding the potential drops over the two regions gives
\begin{equation}
L\langle E\rangle=\frac{D}{k_{\rm film}}\,t+D\,(L-t).
\end{equation}
Since $D$ is uniform, $\langle D\rangle=D$. Division by $LD$ turns the left side into $1/k_{\rm cell}$:
\begin{equation}
\frac1{k_{\rm cell}}=\frac{t}{L\,k_{\rm film}}+1-\frac tL
=1+\frac tL\left(\frac1{k_{\rm film}}-1\right).
\label{main}
\end{equation}
This is the law of capacitors in series: inverse permittivities are averaged with the thicknesses as weights. For $t=L$ it returns $k_{\rm film}$, for $k_{\rm film}=1$ it returns 1, and for $k_{\rm film}\to\infty$ it returns \eqref{metal}.

A field in the plane behaves differently. The tangential field is continuous across the faces, so it is the same in film and vacuum, and now $D$ is what must be averaged:
\begin{equation}
k_{\parallel,\rm cell}=1+\frac tL\,(k_\parallel-1).
\label{par}
\end{equation}
To compare the two directions for an isotropic film, write $f=t/L$ and $x=k_{\rm film}-1$. Then $1/k_{\rm film}-1=-x/(1+x)$, and \eqref{main} becomes
\begin{equation}
k_{\rm cell}=\frac{1}{1-fx/(1+x)}=\frac{1+x}{1+(1-f)x},
\qquad
k_{\rm cell}-1=\frac{fx}{1+(1-f)x}.
\label{depol}
\end{equation}
The numerator $fx$ is the in-plane result. The denominator expresses the opposing field of the charges induced on the faces. It is close to 1 when $(1-f)x\ll1$, so the two averages agree to first order in $x$ for a weakly polarizable film. For large $L$ at fixed $t$ it tends to $1+x=k_{\rm film}$. Dilution thus brings both permittivities towards 1, but the ratio of their deviations from 1 tends to $k_{\rm film}$, not to 1.

For a film with $k_{\rm film}=8$ in the cell above, $t/L=0.4$ and
\begin{equation}
\frac1{k_{\rm cell}}=1+0.4\,(0.125-1)=0.650,\qquad k_{\rm cell}=1.538 .
\end{equation}
The field in the vacuum is $k_{\rm cell}\langle E\rangle=1.538\langle E\rangle$, and in the film it is $k_{\rm cell}\langle E\rangle/k_{\rm film}=0.192\langle E\rangle$. Their weighted mean, $0.6\times1.538+0.4\times0.192=1.000$, is the mean field again. In the plane, \eqref{par} gives $1+0.4\times7=3.80$. The normal value is already close to its ceiling of 1.667, which foreshadows a difficulty in reading $k_{\rm film}$ back from $k_{\rm cell}$. A finite-element solution of Poisson's equation, in which the averages are taken from the computed fields, reproduces these values.

An ultrathin film is not a uniform block with sharp faces. Its electrons spill into the vacuum, its response is nonlocal, and its atoms make the field vary in the plane. To see what survives, average over the plane and denote the result by a bar. The in-plane derivatives in $\nabla\cdot\mathbf D=0$ integrate to zero over a lateral period, leaving $d\bar D_z/dz=0$. Thus $\bar D_z=D$ is still uniform. The polarization is defined from the induced charge density by $d\bar P_z/dz=-\bar\rho$, with $\bar P_z=0$ in the vacuum; this is possible because the film is neutral. Averaging $E=D-4\pi P$ over the cell gives
\begin{equation}
\langle E\rangle=D-\frac{4\pi}{L}\int_0^L\bar P_z\,dz .
\end{equation}
The integral is the induced dipole moment per unit area. In linear response it is proportional to $D$, the field in the surrounding vacuum; call it $\alpha D$. A dipole per area divided by a field is a length, so $\alpha$ is a length, and with $\ell=4\pi\alpha$
\begin{equation}
\frac1{k_{\rm cell}}=1-\frac{\ell}{L}.
\label{ell}
\end{equation}
If neighbouring films influence each other only through the uniform field $D$, and the response is linear, then $\ell$ is a property of the single film and does not depend on $L$. For a film with a permanent dipole, linearity must also cover the static field that the dipoles set up in a cell of zero mean field, because that field depends on $L$. For a local permittivity that varies along $z$, $4\pi\bar P_z=D-D/k(z)$, and therefore
\begin{equation}
\ell=\int\left(1-\frac1{k(z)}\right)dz .
\label{graded}
\end{equation}
The vacuum contributes nothing to the integral, and layers contribute additively: a stack of uniform layers has $\ell=\sum_i t_i(1-1/k_i)$. As an example of a soft-edged film, $k(z)=1+7\exp\{-[(z-1.5\,{\rm nm})/0.4\,{\rm nm}]^4\}$ has $\ell=0.831$ nm, both from the integral and from the solution of Poisson's equation.

For the uniform slab, \eqref{graded} reads $\ell=t(1-1/k_{\rm film})$, and \eqref{ell} is the same as \eqref{main}. For a real film the logic runs the other way. The cell determines $\ell$; a thickness $t$ is then chosen by some convention, and
\begin{equation}
k_{\rm film}=\frac{1}{1-\ell/t}
=\left[1-\frac Lt\left(1-\frac1{k_{\rm cell}}\right)\right]^{-1}
\label{inv}
\end{equation}
defines the permittivity that goes with it. A finite positive $k_{\rm film}$ requires $t>\ell$. Calculations at several $L$ do not separate $t$ from $k_{\rm film}$, because both enter \eqref{ell} through $\ell$ alone. The slab above has $\ell=1.20\times0.875=1.05$ nm. A slab with $t=1.50$ nm and $k_{\rm film}=1/(1-1.05/1.50)=3.33$ has the same $\ell$, and the two give the same normal $k_{\rm cell}$ in every cell that contains them. Nor need the $k_{\rm film}$ of \eqref{inv} equal the permittivity of the bulk material, since the faces contribute to $\ell$ as well as the interior.

The inversion can magnify errors. At fixed $\ell$, differentiate $1/k_{\rm film}=1-\ell/t$ with respect to $t$:
\begin{equation}
-\frac{1}{k_{\rm film}^2}\frac{\partial k_{\rm film}}{\partial t}
=\frac{\ell}{t^2}=\frac1t\left(1-\frac1{k_{\rm film}}\right),
\qquad
\frac{\partial k_{\rm film}}{\partial t}=-\frac{k_{\rm film}(k_{\rm film}-1)}{t}.
\end{equation}
A small relative error in $t$ thus appears in $k_{\rm film}$ multiplied by $-(k_{\rm film}-1)$, so it is magnified when $k_{\rm film}>2$. At fixed $t$ and $L$, differentiate $1/k_{\rm film}=1-(L/t)(1-1/k_{\rm cell})$ with respect to $k_{\rm cell}$:
\begin{equation}
-\frac1{k_{\rm film}^2}\frac{\partial k_{\rm film}}{\partial k_{\rm cell}}
=-\frac Lt\,\frac1{k_{\rm cell}^2},
\qquad
\frac{\partial k_{\rm film}}{\partial k_{\rm cell}}
=\frac Lt\left(\frac{k_{\rm film}}{k_{\rm cell}}\right)^2 .
\end{equation}
In the example the first slope is $-8\times7/1.20=-46.7$ per nm. A thickness error of 0.06 nm, or 5 percent, should then shift $k_{\rm film}$ by about 2.8. The full formula gives 12.7 for $t=1.14$ nm and 6.0 for $t=1.26$ nm. The shifts, $+4.7$ and $-2.0$, are unequal because the smaller thickness lies closer to the pole at $t=\ell=1.05$ nm. The second slope is $2.5\times(8/1.538)^2=67.6$. An error of 1 percent in $k_{\rm cell}$, which is 0.0154, should shift $k_{\rm film}$ by about 1.04; the full formula gives 9.18 for the larger $k_{\rm cell}$ and 7.07 for the smaller. The length $\ell=L(1-1/k_{\rm cell})$ does not involve $t$, and a small relative error in $k_{\rm cell}$ enters it multiplied by $L/(\ell k_{\rm cell})=L/\ell-1$, which is 1.86 here. For a film of high permittivity, $\ell$ is therefore the safer quantity to report, although this factor grows with $L$, so a larger cell calls for a more accurate $k_{\rm cell}$.

The independence of $\ell$ from $L$ has its own conditions. One concerns lateral structure. Let the film have period $a$ along an in-plane direction $x$ and be uniform along the other in-plane direction. In the vacuum the potential obeys Laplace's equation, and a component $\phi_G(z)\,e^{iGx}$ with $G=2\pi n/a$ satisfies
\begin{equation}
\frac{d^2\phi_G}{dz^2}=G^2\phi_G ,
\end{equation}
so for $n\ne0$ the near field of a film falls off as $e^{-|G|z}$ away from it. The slowest decay has $n=\pm1$. Across a vacuum gap $g$ this near field reaches the next film with relative strength $e^{-2\pi g/a}$. A laterally structured film generally answers such a field with a mean normal dipole, by reciprocity with the fact that a uniform field makes it produce the near field in the first place. The leading change of $\ell$ is therefore proportional to $e^{-2\pi g/a}$, unless symmetry removes that coupling. For a film periodic in both in-plane directions, $2\pi/a$ is replaced by the length of the shortest in-plane reciprocal vector, so in a rectangular lattice the longer period sets the decay.

Square bars of side $a/2$ and permittivity 8, repeated with period $a$ along $x$ and aligned from cell to cell, show this. On a grid of 24 elements per period they have $\ell=0.34a$ at $g=3a$. Relative to the unrounded value, $\ell$ on the same grid is larger by $2.89\times10^{-4}a$ at $g=0.75a$ and by $6.04\times10^{-5}a$ at $g=a$. The decay rate between these gaps is $\ln(2.89/0.604)/(0.25a)=6.26/a$, against the expected $2\pi/a=6.28/a$. Even at the smaller gap the change is below 0.1 percent of $\ell$. A vacuum gap of about one lateral period thus suffices here, whereas the factor $1/L$ in \eqref{ell} persists at any gap and has to be removed by the formula, not by enlarging the cell.

Another condition is that the electron densities of neighbouring films do not overlap. To test \eqref{ell} where no local permittivity is assumed, consider electrons that move freely in the plane and are bound along $z$ by a well. The orbitals are $\varphi_j(z)$ with energies $E_j$, taken real, and the lowest subband holds $n_s$ electrons per unit area, spin included. The well is a prescribed model potential, not one derived from the charges of a real film; the applied field and the potential of the induced charge are added to it. A perturbation $U(z)$ conserves the in-plane wavevector, so the in-plane kinetic energy cancels from the energy differences. First-order perturbation theory gives
\begin{equation}
\delta n(z)=-2n_s\sum_{j\ne0}\frac{\varphi_0(z)\varphi_j(z)\,\langle j|U|0\rangle}{E_j-E_0}.
\label{dn}
\end{equation}
The film would conduct in its plane, but along $z$ its response has a gap.

In the periodic cell, let the fields have components $e^{iKz}$ with $K=q+G$, where now $G=2\pi n/L$ and $q\to0$. An electron of charge $-e$ has $dU/dz=eE$, so $U_G=eE_G/(iK)$. The induced charge density is $-e\,\delta n$, so $dP/dz=e\,\delta n$ and $P_G=e\,\delta n_G/(iK)$. With one non-overlapping film per cell, \eqref{dn} gives
\begin{equation}
\delta n_G=-\frac{2n_s}{L}\sum_{j\ne0}\sum_{G'}
\frac{\langle0|e^{-iKz}|j\rangle\langle0|e^{-iK'z}|j\rangle^*}{E_j-E_0}\,U_{G'} .
\end{equation}
The two factors $1/i$ multiply to $-1$ and cancel the leading minus sign. Writing $a_j(G)=\langle0|e^{-iKz}|j\rangle/K$ and inserting $P_G$ into $D_G=E_G+4\pi P_G=\sum_{G'}\varepsilon_{GG'}E_{G'}$, one finds
\begin{equation}
\varepsilon_{GG'}=\delta_{GG'}+\frac{8\pi e^2n_s}{L}\sum_{j\ne0}\frac{a_j(G)\,a_j^*(G')}{E_j-E_0}.
\label{eps}
\end{equation}
For $G=0$ orthogonality removes the leading term of the exponential, and $a_j(0)=-iz_{0j}$. The commutator $[H,z]=-i\hbar p/m$ gives $(E_0-E_j)z_{0j}=-i\hbar p_{0j}/m$, hence $a_j(0)=\hbar p_{0j}/[m(E_j-E_0)]$, a form that can be evaluated with periodic orbitals. Because the electrons respond here to the total electrostatic field and to nothing else, this is the random-phase approximation: exchange and correlation are left out of the response.

The displacement is uniform, so $D_G=0$ for $G\ne0$. The mean field is the component with $G=0$, so inverting the matrix gives $\langle E\rangle=[\varepsilon^{-1}]_{00}D$, and
\begin{equation}
\frac1{k_{\rm cell}}=[\varepsilon^{-1}]_{00}.
\end{equation}
Let $b$ be the column of elements $\varepsilon_{G0}$ with $G\neq0$ and $B$ the block with both indices nonzero. Eliminating the components $E_G$ with $G\ne0$ gives $k_{\rm cell}=\varepsilon_{00}-b^\dagger B^{-1}b$. By \eqref{eps}, $B$ is the unit matrix plus a nonnegative one, so the subtracted term is nonnegative, and the element $\varepsilon_{00}$ alone cannot lie below $k_{\rm cell}$. Using it alone amounts to giving film and vacuum the same field, which is the in-plane boundary condition in the wrong place.

For numbers, take $U_0(z)=-V_0\exp(-z^2/2s^2)$ with $V_0=1.50$ hartree and $s=1.50$ bohr, and $n_s=0.060$ per square bohr. The subband spacing $E_1-E_0$ is 0.636 hartree and the in-plane Fermi energy $\pi\hbar^2n_s/m$ is 0.189 hartree, so the second subband is empty. One calculation places a single film in a weak uniform field and iterates its density together with the electrostatic potential of the induced charge. The dipole gives $\ell=1.185$ bohr, or 0.0627 nm. The other calculation inverts \eqref{eps} for periodic cells. At $L=16$ and 24 bohr it gives $k_{\rm cell}=1.08001$ and 1.05195, which agree with $1/(1-\ell/L)$ to the digits shown. At $L=12$ bohr the matrix gives 1.10954 and the isolated film 1.10960, a difference of 0.05 percent when expressed in $\ell$. No such difference appears in the larger cells to the digits shown. It comes from building the matrix with the orbitals at zero Bloch wavevector along $z$ only, which is exact when the films do not overlap at all; averaging \eqref{eps} over the Bloch wavevectors of the cell gives 1.10960 at $L=12$ bohr as well.

The element $\varepsilon_{00}$ alone gives 1.0767 at $L=24$ bohr. The corresponding length, $24\times0.0767=1.84$ bohr, is the response without the opposing field of the induced charge, and it exceeds $\ell$ by more than half. As in \eqref{depol}, a larger cell brings both permittivities towards 1 but does not bring the two lengths together.

This film has no sharp faces, and its permittivity depends on where they are drawn. With $\ell=1.185$ bohr, \eqref{inv} gives $k_{\rm film}=1.65$ for $t=3$ bohr, 1.42 for 4 bohr and 1.31 for 5 bohr. Each value, used in \eqref{main} with its own $t$, returns the same $k_{\rm cell}$. A quoted normal permittivity of an ultrathin film therefore has a meaning only together with the thickness used to obtain it. The numerical output below lists the values to more digits.

\section*{Computed results}
\begin{verbatim}
UNIFORM SLAB
thickness t = 1.20 nm, cell L = 3.00 nm
film permittivity k_film = 8.00
k_cell normal, Poisson solution = 1.53846
k_cell normal, formula = 1.53846
1/k_cell = 0.65000
field in film / mean field = 0.19231
field in vacuum / mean field = 1.53846
k_cell in plane (isotropic film) = 3.80000
k_cell normal for k_film to infinity = 1.66667
response length ell = 1.05000 nm
same ell with t = 1.50 nm: k_film = 3.33333
dk_film/dt at fixed ell = -46.667 per nm
dk_film/dk_cell at fixed t = 67.600
k_film if t is taken as 1.14 nm = 12.667
k_film if t is taken as 1.26 nm = 6.000
k_film if k_cell is multiplied by 0.99 = 7.071
k_film if k_cell is multiplied by 1.01 = 9.182
GRADED FILM, k(z) = 1 + 7 exp(-((z-1.5 nm)/0.4 nm)^4)
ell from Poisson = 0.83147 nm
ell from integral of 1-1/k = 0.83147 nm
BARS OF SIDE a/2, PERIOD a, PERMITTIVITY 8
ell/a at gap 3a = 0.337775
change of ell/a at gap 0.75a = 2.89e-04
change of ell/a at gap 1.00a = 6.04e-05
decay rate times a = 6.261; 2 pi = 6.283
QUANTUM SLAB (Gaussian well, Hartree screening)
well depth = 1.50 hartree, width = 1.50 bohr
electrons per area = 0.060 per bohr^2
subband spacing = 0.6357 hartree
in-plane Fermi energy = 0.1885 hartree
ell, isolated slab in a field = 1.18530 bohr
ell converted = 0.06272 nm
L = 12 bohr: k_cell matrix = 1.109537
   from isolated slab = 1.109601, head only = 1.153367
L = 16 bohr: k_cell matrix = 1.080008
   from isolated slab = 1.080008, head only = 1.115083
L = 24 bohr: k_cell matrix = 1.051953
   from isolated slab = 1.051953, head only = 1.076722
k_film for chosen t = 3.0 bohr: 1.6532
k_film for chosen t = 4.0 bohr: 1.4211
k_film for chosen t = 5.0 bohr: 1.3107
\end{verbatim}
